Size and Z Dependence of Recoil Terms in Hydrogen 1S

**Question.** In the 1S state of hydrogen, how large in kHz are the recoil terms of orders (Zα)⁴, (Zα)⁵ and (Zα)⁶(4 ln 2 − 7/2), each multiplied by m²/M, and how do they grow with the nuclear charge Z?

**Answer.** The fourth-order term needs a convention. If the Dirac binding energy is first scaled with the reduced mass, −23 853 kHz is left over; but the scaling itself contributes +23 853 kHz at the same order, and the complete term is zero. The fifth-order term is +2414 kHz and the sixth-order term −7.4 kHz. At fixed nuclear mass the fourth-order remainder grows as Z⁴, the fifth-order term a little more slowly than Z⁵, and the sixth-order term as Z⁶. The fourth and fifth orders are derived below. The sixth-order coefficient is taken as given in the question and checked numerically; it refers to the form without the reduced-mass split, which would add −1/16 to it.

**The recoil energy as one formula**

Let a = Zα and ħ = c = 1. The nucleus is a point of mass M, and only the first power of m/M is kept unless stated otherwise. Radiative corrections are left out.

The nuclear kinetic energy is Π²/2M, with Π = P_N − Z|e|A(0). At zero total momentum P_N is minus the electron momentum p. (The photon momentum drops out: for the exchanged photon k·A = 0, and other photons give radiative corrections.) The field A(0) is produced by the electron current −|e|α, where α with a vector index is the Dirac matrix. Hence Π = −(p − D), where D is a times the transverse part of the retarded potential. At imaginary frequency iy the scalar potential is e^(−yr)/r. Its transverse part is δᵢⱼe^(−yr)/r + ∂ᵢ∂ⱼB, with ∇²B = −e^(−yr)/r, so B = (1 − e^(−yr))/(y²r). With x = yr and q = [1 − (1+x)e^(−x)]/x², one has B′ = −q, and therefore

Dᵢ(iy) = a[αᵢU + r̂ᵢ(α·r̂)W], U = (e^(−x) − q)/r, W = (3q − e^(−x))/r.

At y = 0, q = 1/2 and U = W = 1/(2r), the instantaneous Breit form.

Now take the expectation value of Π². Without the field, inserting electron states n gives +|⟨n|p|1S⟩|² for positive energies. For negative energies it gives −|⟨n|p|1S⟩|², because the occupied 1S state blocks vacuum pair fluctuations into it. With Δₙ = εₙ − E, this sign is (2/π)∫₀^∞dy Δₙ/(Δₙ²+y²). The field responds linearly to the current at each frequency, which suggests replacing p by p − D(iy) under the integral. This step is an argument rather than a full derivation; its result is the standard all-order recoil formula of quantum electrodynamics for a point nucleus, adopted here as the starting point:

E_rec = (1/πM) ∫₀^∞dy Σₙ [Δₙ/(Δₙ²+y²)] |⟨n|p − D(iy)|1S⟩|².

From here m = 1, and energies are in units of m²/M.

**Why the fourth order vanishes**

Separate the instantaneous part ½⟨p² − 2D(0)·p⟩. For 1S, E = γ = √(1−a²), and the small radial function is −a/(1+γ) times the large one at every r. It follows that ⟨βF(r)⟩ = γ⟨F⟩ for any F. With V = −a/r the Dirac equation reads (α·p)ψ = (γ − V − β)ψ, so

⟨p²⟩ = ⟨(γ−V)²⟩ + 1 − 2γ⟨γ−V⟩ = 1 − γ² + a²⟨r⁻²⟩.

The other term is

2⟨D(0)·p⟩ = a⟨r⁻¹[α·p + (α·r̂)(r̂·p)]⟩.

The second piece contains fg′ − gf′, with g and f the large and small radial functions; this is zero because they have the same shape. The first piece is a⟨(γ−V−β)/r⟩ = a²⟨r⁻²⟩, since the terms γ⟨1/r⟩ cancel. Thus

½⟨p² − 2D(0)·p⟩ = (1−γ²)/2 = a²/2.

This holds for every a for which ⟨r⁻²⟩ is finite, that is γ > 1/2. There is no a⁴ term, and the retarded remainder begins at a⁵, as shown below.

Splitting off a reduced-mass part hides this. Scaling the Dirac energy γ − 1 with μ = m/(1+m/M) changes it by 1 − γ = a²/2 + a⁴/8 + …. What remains at fourth order is −a⁴/8. The split reaches every even order: a²/2 − (1 − γ) = −a⁴/8 − a⁶/16 − …. The coefficient 4 ln 2 − 7/2 used below is counted from the unsplit a²/2. Anyone who starts from the Dirac energy scaled with μ must add −a⁶/16 as well, which is −0.64 kHz in hydrogen.

The Breit Hamiltonian gives the same result and also the next power of m/M. Restore the masses and put λ = μa, so that ⟨1/r⟩ = λ, ⟨r⁻²⟩ = 2λ² and φ(0)² = λ³/π. From p²φ = (2λ/r − λ²)φ,

⟨p⁴⟩ = 8λ⁴ − 4λ⁴ + λ⁴ = 5λ⁴.

The orbit–orbit term uses r̂ᵢr̂ⱼpᵢpⱼφ = −φ″ = −λ²φ:

−(a/2mM)⟨r⁻¹(2λ/r − 2λ²)⟩ = −aλ³/(mM).

With the contact terms of two spin-½ point particles, and the hyperfine splitting averaged out,

E₄/a⁴ = −(5/8)μ⁴(1/m³+1/M³) + (μ³/2)(1/m²+1/M²) − μ³/(mM).

For η = m/M, the coefficient of η is 5/2 − 3/2 − 1 = 0. That of η² is −25/4 + 3 + 1/2 + 3 = 1/4.

**The fifth order**

Return to m = 1 and write the fifth-order energy as a⁵S/π. Three pieces remain once the instantaneous part is removed. At leading order φ(0)² = a³/π.

*Coulomb piece.* Counting negative-energy states with a minus sign leaves −Σ|⟨n|p|1S⟩|² over those states. The commutator [H,p] = i∇V gives Δₙ⟨n|p|1S⟩ = ⟨n|i∇V|1S⟩. Momenta k ~ m dominate, so the states are free and the wave function is the constant φ(0). The Fourier transform of ∇V has size 4πa/k. With ε = √(1+k²), an upper spinor has the negative-energy fraction (ε−1)/(2ε), and Δₙ = −(ε+1). Hence

−φ(0)² ∫d³k/(2π)³ (4πa/k)² (ε−1)/[2ε(ε+1)²] = −(4a⁵/π) ∫₀^∞dk (ε−1)/[ε(ε+1)²].

Setting k = sinh 2v turns the integral into ∫tanh²v sech²v dv = 1/3, so S_C = −4/3.

*One transverse photon.* This piece is

⟨p·D(0)⟩ − (2/π)∫dy Σₙ [Δₙ/(Δₙ²+y²)] Re⟨1S|p|n⟩·⟨n|D(iy)|1S⟩.

The frequencies y ~ a², a and 1 contribute differently. Insert a factor y^δ, expand in each region, and continue analytically in δ; integrals of pure powers are then zero, and poles in δ must cancel in the sum.

For y ~ a², yr is small. Then q = 1/2 − x/3 + … gives D = D(0) − (2/3)ayα. The D(0) part cancels ⟨p·D(0)⟩ at this order. For slow electrons the Dirac matrix α acts as p, which leaves

(4a/3π) Σₙ|pₙ|²Δₙ ∫dy y^(1+δ)/(Δₙ²+y²), with the y integral = −1/δ − ln Δₙ.

Here Σ|pₙ|²Δₙ = ½⟨∇²V⟩ = 2πaφ(0)² = 2a⁴. The Bethe logarithm is defined by Σ|pₙ|²Δₙ ln Δₙ = 2a⁴ ln(k₀a²/2). The contribution to S is −(8/3)[1/δ + ln(k₀a²/2)].

For y ~ a, Δₙ ~ a² is small compared with y, and the energy factor becomes Δₙ/y². Then ⟨p(H−E) = ⟨[p,V], with [pᵢ,V] = −iar̂ᵢ/r². The spin part of D is proportional to σ×r̂ and drops out against r̂. The orbital part, with φ′ = −aφ and U + W = 2q/r, gives a³(U+W)/r² = 2a³q/r³. The contribution to the energy is

−(4a³/π) ⟨r^(−2−δ)⟩ ∫₀^∞dx x^(δ−2)q.

The two factors are

∫dx x^(δ−2)q = −Γ(δ−3) − Γ(δ−2) = −Γ(1+δ)/[δ(δ−1)(δ−3)] = −(1/3)[1/δ − γ_E + 4/3],

⟨r^(−2−δ)⟩ = 4a³Γ(1−δ)(2a)^(δ−1) = 2a²[1 + δ(γ_E + ln 2a)],

where γ_E is Euler's constant. This adds (8/3)[1/δ + ln 2a + 4/3] to S.

For y ~ 1, p again reduces to ∇V, which points along k, while D is perpendicular to k; the sum over components vanishes. Therefore

S₁ = (8/3)[ln 4 − ln a − ln k₀ + 4/3].

*Two transverse photons.* This piece is (1/π)∫dy Σ|Dₙ|²Δₙ/(Δₙ²+y²). For y ~ a the matrix α takes the upper components to the lower ones. The intermediate states then have Δₙ ≈ −2, and the energy factor is −1/2. Since αᵢαᵢ = 3,

DᵢDᵢ = a²[2U² + (U+W)²] = a²j/r², j = 2(e^(−x)−q)² + 4q² = 2e^(−2x) − 4e^(−x)q + 6q².

The energy is −(a²/2π)⟨r^(−3−δ)⟩J(δ), with J = ∫x^δ j dx. Put u = 2^(−δ) and v = 1 − u(1+δ). Integrating term by term,

∫x^δe^(−x)q dx = Γ(δ−1)(1−2u) − Γ(δ)u = Γ(δ−1)v,

∫x^δq² dx = Γ(δ−3)(8u−2) + Γ(δ−2)(8u−2) + 2uΓ(δ−1) = −2(δ−2)Γ(δ−3)v.

Expressing everything through Γ(1+δ) gives

J = Γ(1+δ){u − 4v/[(δ−1)(δ−3)]} = 1 + δ[4/3 − γ_E − (7/3)ln 2] + ….

With ⟨r^(−3−δ)⟩ = 4a³Γ(−δ)(2a)^δ = −4a³[1/δ + γ_E + ln 2a], the contribution to S is 2/δ + 2 ln a + 8/3 − (8/3)ln 2.

For y ~ 1 the electron is free between the photons. Let k be its momentum and K² = k² + y². The lower-component part of the energy factor is −Re{iy/[(1+iy)²−1−k²]} = −2y²/(K⁴+4y²). Each photon gives 4πa/K², and the two transverse directions give 2. The energy is

−(32/π)a²φ(0)² ∫∫dk dy y^δ k²y²/[K⁴(K⁴+4y²)].

Set y = K sin θ and k = K cos θ. The K integral is

∫dK K^(δ−1)/(K²+4sin²θ) = [1/δ + ln(2 sin θ)]/(4 sin²θ),

and with the factor (sin θ)^δ the contribution to S becomes

−(8/π) ∫₀^(π/2)dθ cos²θ [1/δ + ln 2 + 2 ln sin θ].

Here ∫cos²θ dθ = π/4. Writing cos²θ = (1+cos 2θ)/2 and integrating the second part by parts, ∫cos²θ ln sin θ dθ = −(π/4)ln 2 − π/8. The result is −2/δ + 2 ln 2 + 2. The poles cancel:

S₂ = 2 ln a + 14/3 − (2/3)ln 2.

Adding the three pieces,

S = −(2/3)ln a − (8/3)ln k₀ + (14/3)ln 2 + 62/9.

The Bethe logarithm, summed over the standard bound and continuum dipole strengths of hydrogen, is ln k₀ = 2.984129. For Z = 1 this gives S = 5.44606.

**Values for hydrogen**

The common unit is m²c²/(Mh) = 6.729233×10¹³ kHz, and α = 0.007297353.

Fourth order, remainder: −6.729233×10¹³ × α⁴/8 = −23 852.7 kHz.

Fifth order: 6.729233×10¹³ × α⁵ × 5.44606/π = 2413.9 kHz.

Sixth order: 6.729233×10¹³ × α⁶ × (−0.72741) = −7.39 kHz.

The remainder is 9.9 times the fifth-order term, which in turn is 327 times the size of the sixth-order term. All are small beside the a²/2 term of 1.7917×10⁹ kHz, which is the reduced-mass shift of the Bohr energy to first order in m/M.

A kHz-level comparison needs the radiative-recoil terms of order α(Zα)⁵m²/M, left out here, which in hydrogen carry the same power α⁶ as the sixth-order term. It also cannot stop at first order in m/M. The Bohr energy −μa²/2 has the second-order part −a²m³/(2M²) = −5.446×10⁻⁴ × 1.7917×10⁹ kHz ≈ −9.76×10⁵ kHz, which is covered by keeping the reduced mass exact in that term. At order a⁴, the second-order mass term found above for a spin-½ point nucleus, a⁴m³/(4M²), is 26.0 kHz, more than three times the size of the sixth-order term. One further factor m/M = 5.446×10⁻⁴ on the fifth-order term is worth about 1.3 kHz times a coefficient not computed here.

**How far the sixth-order term is confirmed**

The formula for E_rec can be summed numerically over Dirac–Coulomb states without expanding in a. The numerical check accompanying this text does so. For hydrogen the part beyond the instantaneous one is 2406.8 kHz, while the fifth and sixth orders together give 2406.5 kHz. The fifth order alone would be 7.1 kHz too high, so the sixth-order term is needed and has the right size. Extrapolating the results for Z = 2 to 10 to zero coupling gives a coefficient of −0.740, against 4 ln 2 − 7/2 = −0.727. That fit allows only for terms a and a ln a from the next order and omits a ln²a; including it moves the extrapolated value to about −0.73. This supports the coefficient but does not derive it.

**Growth with Z**

Hold M at the proton mass to isolate the charge dependence. The fourth-order remainder grows as Z⁴ and the sixth-order term as Z⁶. The fifth-order term contains −(2/3)ln(Zα), so its local power is

d ln(a⁵S)/d ln Z = 5 − 2/(3S),

which is 4.88 at Z = 1. In kHz:

Z = 1: −2.385×10⁴, 2.414×10³, −7.39
Z = 5: −1.491×10⁷, 6.057×10⁶, −1.155×10⁵
Z = 10: −2.385×10⁸, 1.734×10⁸, −7.392×10⁶
Z = 20: −3.816×10⁹, 4.892×10⁹, −4.731×10⁸

In magnitude, the fifth-order term overtakes the fourth-order remainder between Z = 10 and Z = 20. The size of the sixth order relative to the fifth is πa|4 ln 2 − 7/2|/S. It rises from 0.3% at Z = 1 to 9.7% at Z = 20.

For a real ion, multiply each entry by the proton mass divided by the nuclear mass. Nuclear masses rise with Z as an overall trend, so over a range of Z the growth is slower than in the table, but the ratios between the terms do not change.

The expansion also becomes less useful as Z rises. Let S_full be the all-order retarded energy divided by a⁵/π. At Z = 10, S = 3.911; adding the sixth order gives 3.744, and S_full = 3.795, so the extra term still helps. At Z = 20 the three numbers are 3.449, 3.115 and 3.294. Adding the sixth order carries the sum below S_full at both charges, and at Z = 20 the overshoot is large enough that its inclusion leaves a slightly larger error than its omission: 5.4% against 4.7% of S_full. At such charges the sum over states should replace the truncated series. The finite size of the nucleus, absent here, has to be added at every Z: in hydrogen its leading 1S shift, (2/3)a⁴m³R² with R the rms charge radius, is already about 1.1×10³ kHz for R = 0.84 fm.

Computed values

```
alpha = 0.007297353
m/M for the proton = 5.4461702e-04
m^2 c^2/(M h) = 6.729233e+13 kHz
Bethe logarithm ln k0 = 2.984129
dipole sum rules = 1.0000000, 5.3333333 Ry^2
<p^2-2D(0).p>/m^2 at Z alpha=0.5 : 0.250000
Breit a^4 coefficients of (m/M)^0,1,2 = -1/8 0 1/4
a^4 m^2/M: reduced-mass part, remainder = 1/8 -1/8
soft integrals J, J' = 1.000000, -0.861226
pair integral = 0.333333
fifth-order parts at Z alpha = 0.001 (sum over states, formula):
  Coulomb: -1.3302, -1.3333
  one photon: 17.7480, 17.7153
  two photons: -9.6490, -9.6109
S(alpha) = 5.44606
4 ln2 - 7/2 = -0.72741; extrapolated = -0.7399
Hydrogen 1S, first order in m/M:
  order 2 = 1.79170e+09 kHz
  order 4, reduced-mass part = 23852.7 kHz
  order 4, remainder = -23852.7 kHz
  order 4, complete = 0.0 kHz
  order 5 = 2413.9 kHz
  order 6 = -7.39 kHz
  orders 5+6 = 2406.5 kHz
  all orders beyond instantaneous = 2406.8 kHz
  change with coarser basis = 0.003 kHz
order 4, second order in m/M = 25.98 kHz
|order 4 remainder|/order 5 = 9.881
order 5/|order 6| = 326.6
local powers of Z at Z=1 (orders 4,5,6) = 4.000, 4.878, 6.000
M fixed at proton mass; columns: Z, order 4 remainder (kHz),
  order 5 (kHz), order 6 (kHz), |order 6|/order 5
   1 -2.3853e+04 2.4139e+03 -7.3916e+00 0.00306
   2 -3.8164e+05 7.0692e+04 -4.7306e+02 0.00669
   5 -1.4908e+07 6.0573e+06 -1.1549e+05 0.01907
  10 -2.3853e+08 1.7335e+08 -7.3916e+06 0.04264
  20 -3.8164e+09 4.8919e+09 -4.7306e+08 0.09670
Z, S, S with order 6, all-order value (dimensionless):
   1 5.4461 5.4294 5.4299
   2 4.9840 4.9506 4.9528
   5 4.3731 4.2897 4.3034
  10 3.9110 3.7442 3.7951
  20 3.4489 3.1154 3.2941
```
